Variable-cell BFGS: starting inverse Hessian and preservation of crystal symmetry

**1. The form of the starting matrix**

Describe a crystal by a strain ε and by fractional atomic positions s_i. All these variables are dimensionless, so every element of the Hessian of the enthalpy is an energy, and every element of its inverse is a reciprocal energy. Two familiar quantities set the energies. A bulk modulus B times the cell volume Ω₀ is the energy scale of strain. A mass times a squared optical frequency, Mω², is a force constant, and it needs a squared length to become an energy.

How that length enters depends on a choice. We take the atomic stiffness isotropic. Symmetry does not force this, since a non-cubic crystal permits different stiffnesses along different axes, but it needs only one number and is compatible with every space group. Atomic stiffness that is isotropic in Cartesian space costs an energy proportional to |h₀ δs|² = δsᵀg₀δs, where h₀ has the lattice vectors as columns and g₀ = h₀ᵀh₀ is the metric. With one scalar stiffness for strain, one isotropic stiffness for the atoms and no coupling between them, the starting inverse Hessian has the form

A₀ = diag[ I₉/(3Ω₀B), g₀⁻¹/κ, …, g₀⁻¹/κ ],  κ = M_h⟨ω²⟩.

There is one 3×3 block per atom. The factor 3, the mass M_h and the average ⟨ω²⟩ are derived below, followed by the proof that this start makes BFGS keep the space group.

**2. Variables and gradient**

The cell is h = (I+ε)h₀, where ε has nine independent components. Atom i is at r_i = h s_i. At external pressure P the function to minimize is H = E + PΩ, with Ω = det h > 0.

A change dε changes the cell by

dh = dε h₀ = dε (I+ε)⁻¹ h = η h,  η = dε (I+ε)⁻¹.

Thus η is a further strain of the current cell. Define S_ab = ∂E/∂η_ab at fixed s; it is Ω times the stress, positive in tension. Since dΩ = Ω tr η,

dH = tr[(S+PΩI)ᵀη] = tr[(I+ε)⁻¹(S+PΩI)ᵀ dε],

where the trace was permuted cyclically. The strain gradient G is defined by dH = tr(Gᵀdε), so

G = (S+PΩI)(I+ε)⁻ᵀ.

For the atoms, dE = −Σ F_i·(h ds_i), hence

∂H/∂s_i = −hᵀF_i.

If the force is written in lattice components, F_i = h f_i, this is −g f_i with g = hᵀh.

An infinitesimal rotation is an antisymmetric η and leaves E unchanged. Therefore S is symmetric. G need not be, because the symmetric S+PΩI is multiplied by another matrix. The cell may consequently turn during a run. This costs no energy, and the rotation can be removed afterwards.

**3. The BFGS step**

Collect the n = 9+3N variables in X and the gradient in γ. The step is

d = λp,  p = −Aγ,

with one scalar λ for all components. With y = γ_new − γ and ρ = 1/(yᵀd), the update is

A₊ = L A Lᵀ + ρ d dᵀ,  L = I − ρ d yᵀ.

Because Lᵀy = y − ρy(dᵀy) = 0, the new matrix gives A₊y = ρd(dᵀy) = d: it reproduces the curvature just measured. If A is positive definite and yᵀd > 0, so is A₊. Indeed,

vᵀA₊v = (Lᵀv)ᵀA(Lᵀv) + ρ(dᵀv)²

vanishes only if dᵀv = 0 and Lᵀv = 0. The first condition makes Lᵀv = v, so v = 0. Then γᵀp = −γᵀAγ < 0 whenever γ ≠ 0, and p points downhill.

**4. Strain scale**

Take a uniform strain ε = θI at fixed fractional coordinates, so that Ω = Ω₀(1+θ)³. The chain rule gives

d²H/dθ² = (dΩ/dθ)² E″(Ω) + (E′(Ω)+P) d²Ω/dθ².

At a cell stationary under pressure P, E′ = −P and the second term vanishes. With dΩ/dθ = 3Ω and B = ΩE″, the curvature is 9ΩB, so

δH = (9/2)ΩBθ².

A scalar stiffness k on all nine components gives

δH = (k/2)Σε_ab² = (3k/2)θ².

Equating the two yields k = 3ΩB. Away from the stationary cell this is an estimate.

Here B is taken at fixed fractional coordinates, because A₀ has no coupling between strain and atoms. A modulus measured with atoms and cell shape free to respond cannot be larger at a stable minimum, since the extra freedom can only lower the second-order energy.

The other strain directions are guesses. In an isotropic solid at zero pressure with shear modulus μ, a symmetric traceless strain costs ΩμΣε_ab², so its stiffness is 2Ωμ. Relative to the assumed 3ΩB this is 2μ/(3B). A soft shear therefore receives too short a first step, which later updates must correct. The three rotations have zero stiffness at a stationary point.

**5. Atomic scale and the right mean mass**

Let Φ be the Cartesian force-constant matrix at zero wavevector and M the diagonal mass matrix. The squared frequencies are the eigenvalues of D = M^(−1/2) Φ M^(−1/2). These are the frequencies of the periodic cell at zero macroscopic electric field. In a polar crystal the measured longitudinal optical frequencies are raised by a macroscopic field that this Φ does not contain, so the transverse values are the ones to use. For a cubic two-atom crystal, averaging two transverse modes and the longitudinal one would overestimate κ by the factor (2+ω_LO²/ω_TO²)/3. Taking the trace,

Σω² = Σ_i tr Φ_ii / M_i.

Suppose all on-site traces equal t. With the harmonic mean mass defined by N/M_h = Σ_i 1/M_i,

Σω² = tN/M_h = tr Φ/M_h.

Three eigenvalues are zero because of uniform translation. Dividing by the 3N−3 optical modes gives

mean nonzero eigenvalue of Φ = M_h⟨ω²⟩.

For two atoms the condition on the traces always holds. Translation invariance gives Φ₁₁ = −Φ₁₂ and Φ₂₂ = −Φ₂₁ = −Φ₁₂ᵀ, so the traces agree. Then M_h is twice the reduced mass. For equal masses M_h is the common mass. With unequal masses and equal on-site traces, the mass in this scale is thus the harmonic mean, not the arithmetic one. The condition matters: if the traces were proportional to the masses, tr Φ_ii = cM_i, then Σω² = Nc and tr Φ = cΣM_i, and the arithmetic mean would be exact.

If the on-site traces differ, κ is an estimate, but not an uncontrolled one. For a displacement z put v = M^(1/2)z. Then

zᵀΦz/zᵀz = (vᵀDv/vᵀv)(vᵀv/zᵀz),

and the last factor lies between the smallest and largest mass. For a stable crystal D has no negative eigenvalue, so the min–max characterization of eigenvalues carries the bound over: for each mode of nonzero frequency, the k-th eigenvalue of Φ divided by the k-th ω², both in ascending order, lies between those masses.

A Cartesian stiffness κ gives the energy (κ/2)δsᵀg₀δs. Its Hessian is κg₀ and its inverse g₀⁻¹/κ. At ε = 0 the first full step is

δs_i = (g₀⁻¹/κ)h₀ᵀF_i = h₀⁻¹F_i/κ,  or  h₀δs_i = F_i/κ.

In the starting cell each atom moves along its force, whichever lattice vectors describe the crystal.

Two limits show the role of the scales. For B → ∞ the strain rows of A₀ vanish. The updates keep them zero, and the method becomes fixed-cell relaxation. For κ → ∞ the fractional coordinates stay fixed and only the cell relaxes. In either limit the stopping test must be restricted to the variables that still move, since the stress or the force conjugate to the frozen ones does not in general vanish.

**6. Proof that symmetry is preserved**

Let a space-group operation of the starting crystal have integer matrix W and translation w. It sends atom i to an equivalent atom π(i), up to an integer vector m_i:

W s_i⁰ + w = s⁰_π(i) + m_i.

Its Cartesian rotation R = h₀Wh₀⁻¹ is orthogonal. Let it act on any configuration, symmetric or not, by

ε′ = RεRᵀ,  s′_π(i) = W s_i + w − m_i.

Since Rᵀh₀ = R⁻¹h₀ = h₀W⁻¹, the new cell is

h′ = R(I+ε)Rᵀh₀ = R h W⁻¹.

Therefore h′W s_i = R h s_i. The new configuration is the old crystal rotated by R and translated, with its atoms relabelled up to lattice vectors. W and W⁻¹ are integer matrices, so the lattice is the same rotated lattice. Write the action as X → TX+t. Then

H(TX+t) = H(X),  Tᵀγ(TX+t) = γ(X),

the second equation following by differentiation. At a symmetric configuration, TX+t = X, and hence Tᵀγ = γ.

*The start.* We need TA₀Tᵀ = A₀. On the strain block T is orthogonal, because RεRᵀ has the same sum of squared components as ε, so a multiple of I₉ is unchanged. On the atoms T permutes equal blocks and turns each into Wg₀⁻¹Wᵀ/κ. But

Wᵀg₀W = (h₀W)ᵀ(h₀W) = (Rh₀)ᵀ(Rh₀) = g₀.

Inverting gives W⁻¹g₀⁻¹W⁻ᵀ = g₀⁻¹, or g₀⁻¹ = Wg₀⁻¹Wᵀ, as required.

*The step.* Assume that X is symmetric and TATᵀ = A. Then

Tp = −TAγ = −TATᵀγ = −Aγ = p.

So Td = d, and X+d is symmetric for any λ. Both gradients are unchanged by Tᵀ, hence Tᵀy = y.

*The update.* From these relations,

TL = T − ρ(Td)yᵀ = T − ρdyᵀ,
LT = T − ρd(Tᵀy)ᵀ = T − ρdyᵀ.

Thus TL = LT, and

TA₊Tᵀ = L(TATᵀ)Lᵀ + ρ(Td)(Td)ᵀ = A₊.

A skipped update also leaves the property intact. By induction every iterate keeps every starting operation. The Cartesian rotation stays the same too: RεRᵀ = ε means that R commutes with I+ε, so hWh⁻¹ = (I+ε)R(I+ε)⁻¹ = R.

The theorem assumes exact arithmetic and an energy function that itself has the symmetry. It forbids loss of symmetry, not gain.

A similar induction fixes the mean fractional position. The forces sum to zero, so the atomic parts of γ do as well. A₀ maps such zero-sum vectors to zero-sum vectors because its atomic blocks are equal. The vectors d and y then have zero sum, and so does Ay. Expanding the update shows that A₊v − Av is a combination of d and Ay, so A₊ again maps zero-sum vectors to zero-sum vectors.

**7. Pseudocode**

```
input h0, s0, P, B, kappa
eps = 0; s = s0
A = diag(I9/(3 det(h0) B), inv(h0^T h0)/kappa per atom)
evaluate H, gamma, S, F
repeat
    if max|S/Omega + P I| and max|F| are small: stop
    p = -A gamma; lam = 1
    loop
        trial = X + lam p
        if det(I + eps_trial) > 0:
            evaluate H_trial
            if H_trial <= H + 1e-4 lam gamma.p: leave loop
        lam = lam/2
    d = lam p; y = gamma_trial - gamma
    if y.d > 0: update A
    accept trial
```

Close to convergence the enthalpy decrease falls below rounding error. The acceptance test can then reject a good step. A small allowance avoids this, for example 10⁻¹⁴|H| in double precision for a smooth classical energy. In a self-consistent calculation the relevant noise is the energy error of the self-consistency loop, and the allowance should be sized to it.

**8. Cost**

With q = Ay, expanding LALᵀ gives

A₊ = A − ρ(dqᵀ + qdᵀ) + ρ(1+ρyᵀq)ddᵀ.

This takes of order n² operations rather than the n³ of full matrix products. Storage is n² numbers: for N = 1000, n = 3009, or about 72 MB in double precision. Each trial needs one energy, and each accepted point also needs forces and stress.

**9. A crystal at 10 GPa**

Take a model crystal with the wurtzite arrangement: two light atoms of 20 u and two heavy atoms of 60 u per hexagonal cell. The light atoms are at (1/3, 2/3, 0) and (2/3, 1/3, 1/2), and the heavy ones are displaced from them by u along the third axis. The free parameters are the lattice lengths a and c, and u. Each atom has one axial and three basal bonds to the other species and twelve bonds to its own. The list of bonds is fixed. Every bond has the Morse energy

φ(r) = D{[1−exp(−α(r−r₀))]² − 1}.

- Unlike atoms: D = 0.5 aJ, α = 15 nm⁻¹, r₀ = 0.21 nm (axial) or 0.20 nm (basal).
- Like atoms: α = 12 nm⁻¹, r₀ = 0.33 nm, D = 0.10 aJ (light) or 0.08 aJ (heavy).

*Scales.* A derivative-free simplex minimization at zero pressure gives a = 0.3303 nm, c = 0.5393 nm and u = 0.3892. A second difference of energy with respect to volume, at fixed fractional coordinates, gives B = 308.4 GPa. Letting atoms and cell shape respond lowers it to 306.6 GPa. Force constants from finite differences of the forces give a root-mean-square optical frequency of 15.534 THz. The harmonic mean mass is

M_h = 4/(2/20 + 2/60) u = 30 u,

so κ = M_h(2π × 15.534 THz)² = 474.6 N/m. The true mean nonzero eigenvalue of Φ is 470.8 N/m, which κ exceeds by 0.8%. The difference arises because the unequal like-atom bonds make the on-site traces unequal. The arithmetic mean mass, 40 u, would give 632.7 N/m, which is 34% too high.

*First step.* Start at a = 0.340 nm, c = 0.530 nm, u = 0.390, under 10 GPa. The volume is (√3/2)a²c = 0.05306 nm³, and 3Ω₀B = 49.10 aJ. The strain gradient is 1.5133 aJ for xx and 0.2818 aJ for zz, so

ε_xx = −1.5133/49.10 = −0.0308,
ε_zz = −0.2818/49.10 = −0.0057.

The force on a light atom is −1.624 nN along the third axis, and on a heavy atom it is opposite. The light atom's fractional step is

δs_z = −1.624 nN/(474.6 N/m × 0.530 nm) = −0.00646.

The full step λ = 1 is accepted. It takes a to 0.3295 nm, c to 0.5270 nm and u to 0.4029.

*Convergence.* The table gives the enthalpy above its final value, the largest element of S/Ω+PI, and the largest force component.

```
step   H excess (aJ)   stress (GPa)   force (nN)
  0       6.0e-2          28.5          1.62
  1       5.5e-3           5.73         1.06
  2       2.0e-3           5.38         0.080
  4       5.0e-4           0.94         0.142
  6       2.1e-6           0.25         0.016
  8       1.1e-10          1.2e-3       7.5e-5
 10       0                1.1e-6       3.5e-7
```

All ten steps have λ = 1. The enthalpy falls throughout, while the largest force does not: it rises between steps 2 and 4. The result is a = 0.32727 nm, c = 0.53279 nm and u = 0.39042. A direct simplex minimization over a, c and u at 10 GPa gives the same digits.

The final u is almost the starting one, although the first step changed it by 0.013. The starting force therefore came mainly from the wrong cell, not from a wrong u. A block-diagonal A₀ cannot know this; the updates have to learn the coupling between strain and atoms.

*Quality of the scales.* Factor A₀ = CCᵀ and form CᵀKC from the finite-difference Hessian K at the 10 GPa minimum, with A₀ rebuilt for that cell. A perfect start would make all nonzero eigenvalues one. They lie between 0.108 and 1.86, besides six zeros from three translations and three rotations.

**10. Stability and failure modes**

*A unit matrix for fractional coordinates.* Describe the same crystal with the third lattice vector a₃′ = a₃+a₁. A force along a₃ still gives a gradient with only a third component, because a₁ is perpendicular to it. A unit matrix then moves the atom along a₃′, which is sideways as well as upward. If the unit block is divided by κℓ², with ℓ² = (3a²+c²)/3 = 0.2092 nm² the mean squared length of the lattice vectors, the size of the step is

δs₃ = 1.624 nN × 0.530 nm/(474.6 N/m × 0.2092 nm²) = 0.0087.

The twofold screw operation reverses the sideways part, so the two images differ by 2 × 0.0087 = 0.017 in the first fractional coordinate. The computed symmetry error after one step is 0.017. With g₀⁻¹ the largest error over the whole run is 5 × 10⁻¹⁶, the level of rounding.

*Bad scales.* For a start without symmetry, all 21 variables were displaced by Gaussian random numbers of standard deviation 0.02. With the run stopped once the stress residual was below 10⁻⁴ GPa and the largest force below 10⁻⁴ nN, the scales above needed 20 steps. Raising B tenfold in A₀ needed 36, and raising ω tenfold, which makes κ a hundred times larger, needed 81. This is one start of one model, with scales that were only raised, not a general law.

*A symmetric saddle.* If the stable structure lacks some operation of the start, a symmetric start cannot reach it in exact arithmetic: the gradient has no component that breaks the symmetry. In floating point only rounding noise can seed the distortion, and the stopping test may be met on the saddle before that noise has grown. Small forces and stress then do not prove a minimum. Displace the atoms and strain the cell at random and relax again, or examine the Hessian. Both tests see only distortions that are periodic in the chosen cell. An instability that enlarges the cell shows up only in a supercell or in phonons at nonzero wavevector.

*An energy without the symmetry.* A sampling mesh or basis that the operations do not map onto itself violates H(TX+t) = H(X), and the proof no longer applies. Likewise, forces and stress must be derivatives of the same enthalpy that the step test uses; otherwise p may not be downhill.

*Net force.* If numerical forces do not sum to zero, the crystal drifts. Subtracting the mean force from every atom restores the condition used in section 6.

*Large strain.* If h₀ is replaced by the current cell, ε and g₀ change meaning. Rebuild A₀ from the new cell. Its metric is again invariant, because hWh⁻¹ = R is still orthogonal, so the proof starts afresh.
